# Extinction coefficient from the decaying reflectance fringes of a growing film

**Q.** You claim that a light beam reflected from a growing film tells you how strongly the film absorbs. The beam comes back from the top surface. How can it know about the inside?

**A.** Part of it has been inside. Light enters the film, reflects at the substrate and returns to interfere with the light reflected at the top. As the film grows, their relative phase turns and the reflectance $R$ oscillates. Absorption weakens the returning part, so the oscillation fades.

I take a flat, uniform film of thickness $d$ on an unchanging substrate, probed from vacuum at normal incidence with one wavelength $\lambda$. I also assume that no light returns from the back face of the substrate; if the substrate is transparent, that face must be roughened or wedged. The film has index $N_1=n-ik$, with $n$ and $k$ constant during growth, and the substrate has index $N_2$. With time factor $e^{+i\omega t}$ and $k_0=2\pi/\lambda$, a wave going down along $x$ varies as

$$e^{-ik_0N_1x}=e^{-ik_0nx}\,e^{-k_0kx}.$$

The minus sign in $n-ik$ therefore gives decay for $k>0$. Squaring the field gives the intensity, which falls as $e^{-\alpha x}$ with

$$\alpha=2k_0k=\frac{4\pi k}{\lambda}.$$

**Q.** There are many bounces inside a film, not one. Do you simply drop the others?

**A.** Not yet. First take one interface, from index $N_a$ to $N_b$. Let the incident field be 1, the reflected field $r$ and the transmitted field $t$. In nonmagnetic media the field and its slope are continuous:

$$1+r=t,\qquad N_a(1-r)=N_bt.$$

Inserting the first equation in the second gives $N_a-N_b=r(N_a+N_b)$, so

$$r=\frac{N_a-N_b}{N_a+N_b},\qquad t=\frac{2N_a}{N_a+N_b}.$$

Label vacuum 0, film 1 and substrate 2. Then $r_{10}=-r_{01}$, and

$$t_{01}t_{10}=\frac{4N_1}{(1+N_1)^2}=1-r_{01}^2,$$

because $(1+N_1)^2-(1-N_1)^2=4N_1$.

One round trip with a reflection at the substrate multiplies the field by

$$z=r_{12}\,e^{-2ik_0N_1d},\qquad |z|=|r_{12}|e^{-2k_0kd}=|r_{12}|e^{-\alpha d}.$$

Each further round trip brings a factor $r_{10}z=-r_{01}z$. Since $|r_{01}z|<1$ here, the geometric series converges:

$$r=r_{01}+(1-r_{01}^2)z\left[1-r_{01}z+(r_{01}z)^2-\dots\right]
=r_{01}+\frac{(1-r_{01}^2)z}{1+r_{01}z}=\frac{r_{01}+z}{1+r_{01}z}.$$

In the last step $r_{01}(1+r_{01}z)+(1-r_{01}^2)z=r_{01}+z$.

As a separate test, the wave equation was integrated numerically through a film with $n=4.0$, $k=0.12$ on a substrate of index 3.3, at $\lambda=3000$ nm. For thicknesses of 130, 900 and 2750 nm, the resulting $r$ agreed with this formula to within $10^{-7}$.

**Q.** That is a ratio of complex numbers. Where is a simple fringe?

**A.** It appears when the returned wave is weak, $|z|\ll1$. The series then gives $r=r_{01}+(1-r_{01}^2)z+O(z^2)$. Multiplying by the complex conjugate,

$$R=|r|^2=|r_{01}|^2+2\,\mathrm{Re}\left[r_{01}^*(1-r_{01}^2)z\right]+O(|z|^2).$$

The phase of $z$ contains $-2k_0nd=-4\pi nd/\lambda$. Collect the constant phases in $\varphi$ and write $\theta=4\pi nd/\lambda+\varphi$. Then, to first order in the returned wave,

$$R=|r_{01}|^2+A_0e^{-4\pi kd/\lambda}\cos\theta,\qquad A_0=2|r_{01}||1-r_{01}^2||r_{12}|.$$

The reflectance itself does not decay to zero. It settles to that of a bare, infinitely thick film, while the fringe about this level decays.

**Q.** I object to the exponent. The light crosses the film twice, down and up. Its intensity must fall as $e^{-2\alpha d}$, which is $e^{-8\pi kd/\lambda}$. You have lost a factor of two.

**A.** The intensity of the returned wave does fall that way, since $|z|^2=|r_{12}|^2e^{-2\alpha d}$. But the fringe is not that intensity. It is the product of the returned field and the front-surface field, and the latter does not depend on $d$. A field decays at half the rate of its intensity. The double path and the square root cancel, leaving $e^{-\alpha d}$.

Your exponent appears in the mean level. Hold $|z|$ fixed and average over its phase. Different powers of $z$ in the series are then uncorrelated, so their squared magnitudes add:

$$\langle R\rangle-|r_{01}|^2=|1-r_{01}^2|^2\sum_{m=1}^{\infty}|r_{01}|^{2(m-1)}|z|^{2m}
=\frac{|1-r_{01}^2|^2|z|^2}{1-|r_{01}|^2|z|^2}.$$

For small $|z|$ this excess falls as $e^{-2\alpha d}$. Using the larger exponent for the fringe would give half the true $k$.

**Q.** You expanded in $z$, yet people speak of weak absorption. Which condition do you need?

**A.** They do different jobs. The expansion needs $|z|\ll1$, which a weakly reflecting lower interface or a thick absorbing film provides. Weak absorption makes the fringes numerous. One full fringe takes a thickness $\lambda/(2n)$ and one e-fold takes $1/\alpha$, so

$$\text{fringes per e-fold}=\frac{\lambda/(4\pi k)}{\lambda/(2n)}=\frac{n}{2\pi k}.$$

The first-order law was tested against the full reflectance for $k=0.12$ and $k=0.6$, with the other values as before and $d$ from 0 to 3000 nm. In both cases the difference stayed below $1.2|z|^2$, apart from a rounding allowance of $10^{-14}$. The exponent thus survives at the larger $k$, but only about one fringe fits into an e-fold.

In the opposite limit, $k\to0$, the fringes do not fade and the envelope gives no decay to measure. If $N_2=N_1$, then $r_{12}=0$ and there are no fringes at all.

**Q.** In practice you read maxima and minima. On a fading curve these are not where the cosine equals $\pm1$. Does that spoil the envelope?

**A.** It changes its height but not its slope. Differentiate the fringe and set the result to zero:

$$\frac{d}{dd}\left(e^{-\alpha d}\cos\theta\right)=-e^{-\alpha d}\left(\alpha\cos\theta+\frac{4\pi n}{\lambda}\sin\theta\right)=0
\quad\Rightarrow\quad\tan\theta=-\frac{k}{n}.$$

At every turning point $|\cos\theta|=1/\sqrt{1+k^2/n^2}$, a common factor. Successive turning points differ by $\pi$ in $\theta$, so their spacing is $\Delta=\lambda/(4n)$.

**Q.** You still need the level about which the fringe swings. My detector has an offset, and it drifts.

**A.** Compare each turning value $R_j$ with the mean of its two neighbours:

$$S_j=\left|R_j-\frac{R_{j-1}+R_{j+1}}{2}\right|.$$

Suppose the background is $B+Cd$, with a drift too slow to move the turning points noticeably. Then $R_j=B+Cd_j\pm A'e^{-\alpha d_j}$, where the sign alternates with $j$ and $A'$ is constant. The neighbours lie at $d_j\pm\Delta$, so their mean is

$$B+Cd_j\mp A'e^{-\alpha d_j}\,\frac{e^{\alpha\Delta}+e^{-\alpha\Delta}}{2}.$$

Subtracting removes $B+Cd_j$ and leaves

$$S_j=A'\left(1+\cosh\alpha\Delta\right)e^{-\alpha d_j}.$$

The bracket is the same for every $j$. A plot of $\ln S$ against $d$ is therefore straight, with slope $-\alpha$, and

$$k=-\frac{\lambda}{4\pi}\frac{d\ln S}{dd}.$$

A constant error in the scale of $R$ adds a constant to $\ln S$ and does not affect this slope. A drifting scale, for instance from changing laser power, does affect it: in the example below, a steady rise of 1 % over the whole record would lower the fitted $k$ by about 0.5 %.

**Q.** Show me numbers, with an answer known in advance.

**A.** Take an InSb film grown to 4000 nm at 670 K and probed at 3000 nm. I set $n=4.0$, $k=0.12$ and a transparent substrate of index 3.3. The absorption coefficient is then about $5030\ \mathrm{cm^{-1}}$, the fringe falls by a factor $e$ in 1989 nm, and there are 5.3 fringes per e-fold. The front and lower interfaces have $|r_{01}|=0.600$ and $|r_{12}|=0.097$, giving a starting amplitude $A_0=0.0747$ in $R$.

The full reflectance, with all bounces, serves as the record. It has 21 turning points. The second lies at 366.13 nm with $S=0.12433$, and the twentieth at 3741.09 nm with $S=0.02284$. These two alone give

$$k=\frac{3000}{4\pi(3741.09-366.13)}\left[-2.0848-(-3.7794)\right]
=\frac{3000\times1.6946}{4\pi\times3374.96}=0.1199.$$

A straight line through all 19 values of $\ln S$ also gives 0.1199.

**Q.** You put in 0.1200. Why is the answer low, even if by only 0.1 %?

**A.** In this example the first-order law slightly overstates the early fringes. To see this, neglect the small imaginary part of $r_{01}$, which is close to $-0.60$, and the slight displacement of the turning points. Write $\rho=|r_{01}|$ and $q=|z|$. At a maximum $z$ has the same sign as $r_{01}$, so

$$\sqrt R=\frac{\rho+q}{1+\rho q}=\rho+(1-\rho^2)(q-\rho q^2+\rho^2q^3-\dots).$$

A minimum follows by $q\to-q$, so the part of $R$ odd in $q$ is the fringe. Squaring gives the linear term $2\rho(1-\rho^2)q$ and the cubic term

$$2\rho(1-\rho^2)\rho^2q^3-2\rho(1-\rho^2)^2q^3=-2\rho(1-\rho^2)(1-2\rho^2)q^3.$$

The fringe is thus multiplied by $1-(1-2\rho^2)q^2$. Here $1-2\rho^2=0.28$; for $\rho^2>1/2$ the correction would change sign. At the second turning point $q^2=0.0973^2e^{-2\times366.13/1989.4}=0.0066$, so the fringe is reduced by about 0.18 %. At the twentieth the reduction is negligible. The logarithm of the ratio is therefore too small by 0.0018 out of 1.695, which accounts for the 0.1 %. A strongly reflecting substrate would make this error larger. One would then drop the early fringes or fit the full formula.

**Q.** You used the thickness, which is what I usually do not know during growth.

**A.** Then count. From one turning point to the next, $\ln S$ falls by

$$\alpha\Delta=\frac{4\pi k}{\lambda}\,\frac{\lambda}{4n}=\frac{\pi k}{n}.$$

Neither $\lambda$ nor the growth rate remains. A varying growth rate moves the turning points in time but does not alter their heights, provided the film keeps growing and its indices stay fixed. In the example there are 18 steps between the two points used above:

$$\frac kn=\frac{1.6946}{18\pi}=0.0300.$$

The settled level $R_\infty$ supplies $n$. For $n>1$ and $k\ll n-1$, $\sqrt{R_\infty}=(n-1)/(n+1)$. Multiplying out and collecting $n$,

$$n=\frac{1+\sqrt{R_\infty}}{1-\sqrt{R_\infty}}.$$

The film is not thick enough for the fringes to vanish, so I average the last three turning values with weights 1, 2 and 1. This gives $R_\infty=0.3604$, hence $n=1.6003/0.3997=4.004$ and $k=4.004\times0.02997=0.120$. The turning points are 625 s apart, so the growth rate is

$$\frac{\lambda}{4n\,t_{\rm half}}=\frac{3000}{4\times4.004\times625}=0.300\ \mathrm{nm/s},$$

which is the rate put in.

This route needs a calibrated reflectance. A scale 1 % too high raises $n$ by 0.038, or 0.9 %, and a constant detector offset of 0.005 in $R$ raises it by 0.053, or 1.3 %. In both cases the value of $k/n$ is unaffected, but $k$ found by multiplying with this $n$ shifts in the same proportion.

**Q.** My substrate is not clean. It carries a buffer layer that absorbs. Surely its absorption is mixed into your $k$.

**A.** Not if that layer stays fixed. Everything below the film can be replaced by one effective reflection coefficient in place of $r_{12}$. Its magnitude sets the height of the fringes and its phase sets their position, but neither depends on $d$. With an 80 nm layer of index $3.6-1.0i$ under the film, and a record running from 2000 to 6000 nm of film thickness, the slope gave $k=0.1200$. If the buried layer reacts or interdiffuses during growth, $r_{12}$ changes with time and this argument fails.

**Q.** And a rough surface? It also weakens fringes, without absorbing anything.

**A.** That is a real source of false $k$. Consider roughness so wide laterally that each patch acts as a flat film, with only the specular beam collected. Where the surface stands higher by $h$, the front reflection gains the phase factor $e^{2ik_0h}$, because the path in vacuum is shorter by $2h$. The wave returned from the substrate has the same shortening but an extra film path of $2h$, giving $e^{-2ik_0(n-1)h}$ if $k$ is neglected in this factor.

For Gaussian heights of rms value $\sigma$, $\langle e^{iah}\rangle=e^{-a^2\sigma^2/2}$. The two averaged fields multiply in the fringe, which is reduced by

$$e^{-2k_0^2\sigma^2}\,e^{-2k_0^2(n-1)^2\sigma^2}=\exp\left\{-2k_0^2\sigma^2\left[1+(n-1)^2\right]\right\}.$$

If $\sigma^2$ grows in proportion to $d$, this exponent is linear in $d$, just like absorption. The slope then contains a false contribution

$$\delta k=\frac{\lambda}{4\pi d}\,2k_0^2\sigma^2\left[1+(n-1)^2\right].$$

For $\sigma=20$ nm at 4000 nm, $k_0^2\sigma^2=0.00175$ and $\delta k=0.0021$, or 1.7 % of $k$. Averaging the full reflected field over the heights gave the same shift. The plot of $\ln S$ stays straight, so it does not reveal this error; a separate measurement of the roughness is needed to correct for it. One value taken at the end is not enough, because the correction depends on how the roughness developed: roughness that is present from the start and stays constant gives no false slope. Roughness also lowers the settled level: 20 nm lowers the $n$ read from $R_\infty$ by about 0.025, and $k$ found by multiplying with this $n$ by about 0.6 %. The lateral scale must be known too, because roughness much finer than the wavelength acts more like a graded surface layer, and this formula does not apply to it.

**Q.** What if the film is smooth but thicker on one side of the light spot?

**A.** Then intensities from different places add, and their fringes are out of step. For a Gaussian spread with rms value $ud$, averaging the cosine multiplies the fringe by

$$\exp\left[-\frac12\left(\frac{4\pi nud}{\lambda}\right)^2\right].$$

With $u=0.5\,\%$, the loss in $\ln S$ at 3741 nm is

$$\frac12\left(\frac{4\pi\times4.0\times0.005\times3741}{3000}\right)^2=0.049,$$

and the averaged full reflectance shows the same value. A straight-line fit now returns $k=0.1233$, which is 2.9 % above the fit for a uniform film. At fixed $u$ the loss grows as $d^2$, so the logarithmic plot bends downward. This distinguishes it from absorption only if the readings are good enough. Here the bend stands out when the random error of each turning value is about $10^{-4}$ or less, but it is lost at $5\times10^{-4}$. Errors of that larger size also give $k$ a standard deviation of 0.0014, about 1.1 %.

**Q.** Is your InSb film anything like a real one?

**A.** The chosen indices, temperature and growth rate are rough values in the regime of InSb epitaxy; 0.3 nm/s is about 1 µm per hour. The $k$ obtained belongs to the hot film, not to a room-temperature sample. For example, a rough $10^{18}\ \mathrm{cm^{-3}}$ of free carriers, with mass $0.03\,m_e$ and mobility $10^4\ \mathrm{cm^2/Vs}$, would change $n$ by $-0.034$ and $k$ by $+0.0013$ in the Drude model. The Drude term is not the whole carrier effect: band filling also blocks interband transitions, and a rough Kane-band estimate for intrinsic InSb at 670 K puts this at about 6 % at 3000 nm, lowering $k$ by about 0.007. These changes are part of the hot film's optical constants, not errors of the method. The transparent substrate needs care. If its back face were polished and parallel, light returning from it through the film would carry fringes opposite to those of the direct reflection and weaken the early ones most. With this light added incoherently, the fitted $k$ in the example would be about 0.105, or 13 % low. Once that return is suppressed, imperfect flatness and uniformity remain: the assumed 20 nm of laterally wide roughness and 0.5 % thickness spread each raise the apparent $k$ by a few per cent or less. The film temperature must also stay steady. A narrow-gap film on a transparent substrate can warm as it thickens, because it absorbs heater radiation, and its indices then drift. In the example, a steady rise of the whole film's $n$ by 0.02 over the record would lower the fitted $k$ by 1.2 %, mainly because it enlarges the small index step at the lower interface. This holds for fixed $k$ and fixed substrate index. If the substrate index also rises by 0.01, the fall is only 0.5 %, and a 1 % rise of $k$ itself over the record raises the fitted $k$ by 1 %. A film on a lattice-mismatched substrate may also begin as islands, so the fit should start after a continuous film has formed.

**Q.** At 670 K the sample also glows in the infrared, and my beam is never perfectly normal.

**A.** For a 1 mW laser, a 10 nm filter, a 2 mm spot and a collection cone of $10^{-3}$ sr, black-body emission at 670 K sets an upper limit of about $3.3\times10^{-5}$ on the ratio of thermal to reflected laser light, provided nothing hotter is in view. A heater at 900 K seen through the transparent substrate would raise this limit about sixfold. The constant part of the thermal light cancels in $S_j$. A tilt of 5° changes the decay constant by 0.02 %, because refraction turns the beam close to the normal inside a film of high index. The settled level is more sensitive: the same tilt raises the $n$ read from $R_\infty$ by 0.36 % for s-polarised light and lowers it by 0.36 % for p-polarised light. In this example both effects are smaller than those of roughness and thickness spread. The numerical output below lists the main values.

## Computed values

```
input: wavelength 3000 nm, final thickness 4000 nm
input: film n 4.00, k 0.120; substrate n 3.30
input: growth rate 0.30 nm/s, temperature 670 K
absorption coefficient 4 pi k/lam: 5027 1/cm
thickness for fringe decay by e: 1989.4 nm
fringes per e-fold n/(2 pi k): 5.31
|r01| 0.6003, |r12| 0.0973, |r01|^2 0.36037
first-order fringe amplitude at d=0: 0.07474
fringe decay factor at final thickness: 0.1339
number of turning points found: 21
turning point no., thickness (nm), R, swing S, ln S:
   2    366.13  0.29801  0.12433  -2.0848
   5    928.56  0.40697  0.09379  -2.3667
   8   1491.11  0.32498  0.07072  -2.6490
  11   2053.57  0.38691  0.05332  -2.9314
  14   2616.10  0.34028  0.04019  -3.2141
  17   3178.58  0.37546  0.03030  -3.4967
  20   3741.09  0.34896  0.02284  -3.7794
k from first and last swing: 0.11987
k from line through all ln S against thickness: 0.11989
k/n from counting turning points: 0.02997
settled reflectance from last three turning points: 0.36038
n from settled reflectance: 4.0040
k from counting and settled reflectance: 0.12001
mean turning-point spacing: 187.50 nm, 625.0 s
growth rate recovered without thickness scale: 0.2997 nm/s
turning-point displacement atan(k/n): 0.0300 rad, 1.79 nm
k with fixed buried absorbing layer (80 nm, 3.6-1.0i): 0.11999
reading noise 5.0e-04 in R: standard deviation of k 0.00135
final rms roughness 20 nm: apparent k 0.12198
  false k by formula 0.00209, seen 0.00209
thickness spread 0.5 % rms in spot: apparent k 0.12331
  loss in ln S at last swing: seen 0.0490, formula 0.0491
tilt 5 deg: relative change of k 0.024 %
carrier inputs: 1e+18 1/cm3, mass 0.03 m_e, mobility 10000 cm2/Vs
free carriers: change of n -0.0337, change of k 0.00134
thermal inputs: band 10 nm, spot 2 mm diameter, 1e-03 sr, laser 1 mW
thermal light / reflected laser light, upper limit: 3.3e-05
reflectance scale 1 % too high: n shifts by 0.0378
```
